# Why an excitonic insulator is not automatically a neutral superfluid: a program that tests the result

```python
"""Phase pinning in an excitonic insulator.
Result under test: terms that break separate conservation of the electron
numbers of two bands pin the exciton phase and gap the phase mode.
Model: chain, bands +xi(k) and -xi(k), xi = D - 2 t cos k, M flavours,
one electron per site and flavour, B = sum_a v_a^dagger c_a on each site,
H_int = -(U/M) B^+B - (W/2M)(B^+B^+ + B B) - h (B + B^+), M -> infinity.
b = <B>/M, Delta = U b + W b* + h. V sin(k) is an odd hybridization.
K: pinning curvature, kappa: exciton compressibility, rho: phase stiffness.
Energies are in meV, lengths in sites, hbar = 1 unless a time is printed.
All densities are per site and per flavour.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

T_HOP, D, U, W = 100.0, 220.0, 240.0, 1.0
H_HYB, V_ODD = 0.5, 10.0
NK = 200
KS = 2 * np.pi * (np.arange(NK) + 0.5) / NK


def xi(k):
    return D - 2 * T_HOP * np.cos(k)


XI = xi(KS)


def solve_gap(u, w=0.0, h=0.0, x=XI, v=0.0):
    """Positive gap amplitude; v is orthogonal in phase to the order."""
    def residual(d):
        e = np.sqrt(x**2 + d**2 + (v * np.sin(KS))**2 if v else x**2 + d**2)
        return 1 - h / d - (u + w) * np.mean(0.5 / e)
    return brentq(residual, 1e-7, 2000.0, xtol=1e-12)


def hydro(delta, w, h, x=XI):
    """Order parameter, pinning curvature and compressibility."""
    e = np.sqrt(x**2 + delta**2)
    b = delta * np.mean(0.5 / e)
    a0, c0 = np.mean(1 / (8 * e**3)), np.mean(x / (4 * e**3))
    kappa = 2 * delta**2 * a0 + c0**2 / (2 * a0)
    return b, 4 * w * b**2 + 2 * h * b, kappa


def mode_root(delta, u, w, h, x=XI):
    """Phase-mode energy at q = 0 from the derived mode equation."""
    e = np.sqrt(x**2 + delta**2)

    def f(om):
        den = 4 * e**2 - om**2
        a, c = np.mean(1 / (2 * e * den)), np.mean(x / (e * den))
        amp = h / delta + (u + w) * (4 * delta**2 - om**2) * a
        pha = h / delta + 2 * w * np.mean(0.5 / e) - (u - w) * om**2 * a
        return amp * pha - (u**2 - w**2) * om**2 * c**2
    _, curv, kap = hydro(delta, w, h, x)
    return brentq(f, 0.0, 1.5 * np.sqrt(curv / kap), xtol=1e-11)


def bands(k, delta, v=0.0):
    ham = np.zeros((len(k), 2, 2), complex)
    ham[:, 0, 0], ham[:, 1, 1] = xi(k), -xi(k)
    ham[:, 0, 1] = -(delta + v * np.sin(k))
    ham[:, 1, 0] = np.conj(ham[:, 0, 1])
    return np.linalg.eigh(ham)


def iterate(u, w, h, start, steps):
    """Self-consistency loop from a complex starting order parameter."""
    b = start
    for _ in range(steps):
        _, vec = bands(KS, u * b + w * np.conj(b) + h)
        b = np.mean(np.conj(vec[:, 1, 0]) * vec[:, 0, 0])
    return b


# Operators whose half expectation values are Re b and Im b.
OPS = [np.array([[0, 1], [1, 0]], complex),
       np.array([[0, 1j], [-1j, 0]], complex)]


def response(om, q, delta, v=0.0):
    """Bare susceptibility matrix from numerical bands and eigenvectors."""
    e, s = bands(KS, delta, v)
    eq, sq = bands(KS + q, delta, v)
    up = [np.einsum('ki,ij,kj->k', s[:, :, 0].conj(), o, sq[:, :, 1])
          for o in OPS]
    dn = [np.einsum('ki,ij,kj->k', sq[:, :, 0].conj(), o, s[:, :, 1])
          for o in OPS]
    chi = np.zeros((2, 2), complex)
    for i in range(2):
        for j in range(2):
            chi[i, j] = 0.5 * np.mean(
                up[i] * up[j].conj() / (eq[:, 1] - e[:, 0] - om)
                + dn[j] * dn[i].conj() / (e[:, 1] - eq[:, 0] + om))
    return chi


def rpa_det(om, q, delta, u, w, v=0.0):
    coupling = np.diag([u + w, u - w])
    return np.linalg.det(np.eye(2) - response(om, q, delta, v) @ coupling).real


def rpa_mode(q, delta, u, w, guess, v=0.0):
    return brentq(lambda om: rpa_det(om, q, delta, u, w, v),
                  1e-5, 1.5 * guess, xtol=1e-10)


# ---- Mean field: threshold, pinning direction, induced order
u_c = 2 * np.sqrt(D**2 - 4 * T_HOP**2)
assert abs(iterate(u_c - 5, 0, 0, 0.1 + 0j, 1500)) < 1e-8
assert abs(iterate(u_c - 5, 10, 0, 0.1 + 0j, 1500)) > 1e-2
b_induced = iterate(u_c - 5, 0, H_HYB, 0.1 + 0j, 1500).real
assert b_induced > 1e-3
start = 0.2 * np.exp(0.7j)
b_plus, b_minus, b_free = [iterate(U, w, 0, start, 600) for w in (10, -10, 0)]
assert abs(np.angle(b_plus)) < 1e-6
assert abs(np.angle(b_minus) - np.pi / 2) < 1e-6
assert abs(np.angle(b_free) - 0.7) < 1e-8
assert abs(abs(b_plus) - solve_gap(U, 10) / (U + 10)) < 1e-8

# ---- Ground state and coefficients of the phase theory
delta0 = solve_gap(U)
delta = solve_gap(U, W)
b, K, kappa = hydro(delta, W, 0)
e0 = np.sqrt(XI**2 + delta0**2)
kappa0 = hydro(delta0, 0, 0)[2]


def exciton_density(mu):
    x = XI - mu / 2
    d = solve_gap(U, x=x)
    return np.mean(0.5 * (1 - x / np.sqrt(x**2 + d**2)))


kappa_fd = exciton_density(0.5) - exciton_density(-0.5)
assert abs(kappa_fd / kappa0 - 1) < 1e-3


def spiral_hamiltonian(q, d):
    ham = np.zeros((NK, 2, 2))
    ham[:, 0, 0], ham[:, 1, 1] = xi(KS + q / 2), -xi(KS - q / 2)
    ham[:, 0, 1] = ham[:, 1, 0] = -d
    return ham


def spiral_minimum(q):
    def energy(d):
        low = np.linalg.eigvalsh(spiral_hamiltonian(q, d))[:, 0]
        return d**2 / U + np.mean(low)
    return minimize_scalar(energy, bounds=(0.8 * delta0, 1.2 * delta0),
                           method='bounded', options={'xatol': 1e-6})


slope = 2 * T_HOP * np.sin(KS)
rho = np.mean(slope**2 * delta0**2 / (4 * e0**3))
q_tw = 0.05
twisted = spiral_minimum(q_tw)
rho_fd = 2 * (twisted.fun - spiral_minimum(0.0).fun) / q_tw**2
assert abs(rho_fd / rho - 1) < 1e-2
low = np.linalg.eigh(spiral_hamiltonian(q_tw, twisted.x))[1][:, :, 0]
current = np.mean(T_HOP * np.sin(KS + q_tw / 2) * low[:, 0]**2
                  + T_HOP * np.sin(KS - q_tw / 2) * low[:, 1]**2)
assert abs(current / (rho * q_tw) - 1) < 1e-2

# ---- Phase mode: gapless when band numbers are conserved, gapped otherwise
assert abs(rpa_det(0.0, 0.0, delta0, U, 0)) < 1e-9
speed = np.sqrt(rho / kappa0)
q_small = 0.03
om_free = rpa_mode(q_small, delta0, U, 0, speed * q_small)
assert abs(om_free / (speed * q_small) - 1) < 2e-2
om_w = mode_root(delta, U, W, 0)
om_hydro = np.sqrt(K / kappa)
assert abs(rpa_mode(0.0, delta, U, W, om_hydro) / om_w - 1) < 1e-7
om_q = rpa_mode(q_small, delta, U, W, np.hypot(om_w, speed * q_small))
assert abs(om_q**2 / (om_w**2 + (speed * q_small)**2) - 1) < 3e-2
delta_h = solve_gap(U, 0, H_HYB)
om_h = mode_root(delta_h, U, 0, H_HYB)
assert abs(rpa_mode(0.0, delta_h, U, 0, om_h) / om_h - 1) < 1e-7

scan, errors = [], []
for w in (0.01, 0.1, 1.0):
    d = solve_gap(U, w)
    _, curv, kap = hydro(d, w, 0)
    exact = mode_root(d, U, w, 0)
    scan.append((w, exact))
    errors.append(abs(np.sqrt(curv / kap) / exact - 1))
assert errors[2] < 5e-2 and errors[1] < 0.15 * errors[2]

# ---- An isolated cancellation of the two pinning terms
h_soft = 2.0
delta_soft = solve_gap(U, 0, h_soft / 2)
b_soft = hydro(delta_soft, 0, 0)[0]
w_soft = -h_soft / (2 * b_soft)
assert abs((U + w_soft) * b_soft + h_soft - delta_soft) < 1e-8
assert abs(rpa_det(0.0, 0.0, delta_soft, U, w_soft)) < 1e-8


# ---- Nonlinear time evolution after a uniform phase kick
def kicked_phase(w, d, duration, kick=0.05, dt=2.5e-4):
    psi = bands(KS, d)[1][:, :, 0].T.copy()
    psi[0] *= np.exp(1j * kick)

    def rate(p):
        bb = np.mean(p[1].conj() * p[0])
        f = U * bb + w * np.conj(bb)
        return -1j * np.array([XI * p[0] - f * p[1],
                               -XI * p[1] - np.conj(f) * p[0]])
    angles = []
    for _ in range(int(duration / dt)):
        angles.append(np.angle(np.mean(psi[1].conj() * psi[0])))
        r1 = rate(psi)
        r2 = rate(psi + dt / 2 * r1)
        r3 = rate(psi + dt / 2 * r2)
        r4 = rate(psi + dt * r3)
        psi = psi + dt / 6 * (r1 + 2 * r2 + 2 * r3 + r4)
        psi /= np.sqrt(np.sum(abs(psi)**2, axis=0))
    return np.array(angles), dt


period = 2 * np.pi / om_w
track, dt = kicked_phase(W, delta, 2.9 * period)
cross = np.where(track[:-1] * track[1:] < 0)[0]
times = dt * (cross + track[cross] / (track[cross] - track[cross + 1]))
om_time = np.pi * (len(times) - 1) / (times[-1] - times[0])
assert abs(om_time / om_w - 1) < 1e-2
free_track, _ = kicked_phase(0.0, delta0, period)
assert np.max(abs(free_track - 0.05)) < 1e-3

# ---- Static decay of a local phase disturbance, from microscopic response
ell = np.sqrt(rho / K)
chi_q = np.array([response(0.0, 2 * np.pi * n / NK, delta)[1, 1].real
                  for n in range(NK)])
profile = np.fft.ifft(chi_q / (1 - (U - W) * chi_q)).real
ell_micro = 20 / np.log(profile[20] / profile[40])
assert abs(ell_micro / ell - 1) < 5e-2


# ---- Largest exciton current that a pinned static phase can absorb
def driven_end(ratio):
    phi, step = np.zeros(80), 0.2 / rho
    drive = ratio * np.sqrt(K * rho)
    for _ in range(int(100 / (K * step))):
        link = rho * np.diff(phi)
        force = -0.5 * K * np.sin(2 * phi)
        force[0] += drive
        force[:-1] += link
        force[1:] -= link
        phi += step * force
        if phi[0] > np.pi:
            break
    return phi[0]


assert driven_end(0.94) < np.pi / 2
assert driven_end(1.06) > np.pi

# ---- Odd hybridization: pinning at second order
P = V_ODD**2 * delta0**2 * np.mean(np.sin(KS)**2 / (2 * e0**3))


def odd_energy(phase):
    def energy(d):
        off = d * np.exp(1j * phase) + V_ODD * np.sin(KS)
        return d**2 / U - np.mean(np.sqrt(XI**2 + abs(off)**2))
    return minimize_scalar(energy, bounds=(0.8 * delta0, 1.2 * delta0),
                           method='bounded', options={'xatol': 1e-6}).fun


P_fd = odd_energy(0.0) - odd_energy(np.pi / 2)
assert abs(P_fd / P - 1) < 5e-2
delta_v = solve_gap(U, v=V_ODD)
om_v_est = np.sqrt(2 * P / kappa0)
om_v = rpa_mode(0.0, 1j * delta_v, U, 0, om_v_est, V_ODD)
assert abs(om_v / om_v_est - 1) < 5e-2

# ---- Exact many-body spectrum of one site with M flavours
M, X_FLAT, W_SITE, H_SITE = 800, 60.0, 10.0, 5.0


def site_hamiltonian(m, w, h):
    n = np.arange(m)
    raising = np.diag(np.sqrt((n + 1.0) * (m - n)), -1)
    lowering = raising.T
    return (np.diag(2 * X_FLAT * np.arange(m + 1))
            - U / m * raising @ lowering
            - w / (2 * m) * (raising @ raising + lowering @ lowering)
            - h * (raising + lowering))


flat = np.array([X_FLAT])
lev_free = np.linalg.eigvalsh(site_hamiltonian(M, 0, 0))
lev_w = np.linalg.eigvalsh(site_hamiltonian(M, W_SITE, 0))
lev_h = np.linalg.eigvalsh(site_hamiltonian(M, 0, H_SITE))
site_w = mode_root(solve_gap(U, W_SITE, x=flat), U, W_SITE, 0, flat)
site_h = mode_root(solve_gap(U, 0, H_SITE, x=flat), U, 0, H_SITE, flat)
kappa_site = hydro(solve_gap(U, x=flat), 0, 0, flat)[2]
assert lev_free[1] - lev_free[0] <= 0.5 / (M * kappa_site) * 1.001
assert lev_w[1] - lev_w[0] < 1e-6
assert abs((lev_w[2] - lev_w[0]) / site_w - 1) < 1e-2
assert abs((lev_h[1] - lev_h[0]) / site_h - 1) < 1e-2

# Rate of change of exciton number in a state of definite phase
m, angle, phase = 200, 0.5, 0.4
n = np.arange(m + 1)
log_w = 0.5 * (gammaln(m + 1) - gammaln(n + 1) - gammaln(m - n + 1))
state = np.exp(log_w + n * np.log(np.sin(angle))
               + (m - n) * np.log(np.cos(angle)) + 1j * n * phase)
ham = site_hamiltonian(m, W_SITE, H_SITE)
rate = (1j * state.conj() @ (ham @ (n * state) - n * (ham @ state))).real / m
mod_b = np.sin(angle) * np.cos(angle)
law = (2 * W_SITE * mod_b**2 * np.sin(2 * phase)
       + 2 * H_SITE * mod_b * np.sin(phase))
assert abs(rate / law - 1) < 1e-2

# ---- Printed results
hbar = constants.hbar / constants.e * 1e15   # meV ps
planck = constants.h / constants.e * 1e15    # meV / THz
print(f"hopping t = {T_HOP:.0f} meV, band offset D = {D:.0f} meV")
print(f"U = {U:.0f} meV, pair transfer W = {W:.1f} meV")
print(f"bare band gap = {2 * (D - 2 * T_HOP):.1f} meV")
print(f"threshold of U + W at h = 0: {u_c:.2f} meV")
print(f"Delta at W = 0: {delta0:.3f} meV")
print(f"Delta at W = 1 meV: {delta:.3f} meV")
print(f"order parameter b at W = 1 meV: {b:.4f}")
print(f"quasiparticle gap: {2 * np.hypot(D - 2 * T_HOP, delta):.2f} meV")
print(f"pinning curvature K = {K:.4f} meV")
print(f"compressibility kappa = {kappa:.6f} 1/meV")
print(f"kappa at W = 0: formula {kappa0:.6f}, numeric {kappa_fd:.6f} 1/meV")
print(f"stiffness rho: formula {rho:.3f}, numeric {rho_fd:.3f} meV site^2")
print(f"hbar * phase speed at W = 0: {speed:.2f} meV site")
print(f"q = {q_small:.2f}/site, W = 0: mode energy {om_free:.4f} meV")
print(f"q = {q_small:.2f}/site, W = 1 meV: mode energy {om_q:.4f} meV")
print(f"phase gap, exact mode equation: {om_w:.4f} meV")
print(f"phase gap, sqrt(K/kappa): {om_hydro:.4f} meV")
print(f"phase gap, time evolution: {om_time:.4f} meV")
print(f"phase gap as frequency: {om_w / planck:.4f} THz")
for w, value in scan:
    print(f"W = {w:.2f} meV: phase gap {value:.4f} meV")
print(f"h = {H_HYB:.1f} meV, W = 0: phase gap {om_h:.4f} meV")
print(f"induced b at U = {u_c - 5:.2f} meV, h = {H_HYB} meV: {b_induced:.4f}")
print(f"pinning length: formula {ell:.3f}, response {ell_micro:.3f} sites")
print(f"small current left after 50 sites: {np.exp(-50 / ell):.3e}")
print(f"critical exciton current: {np.sqrt(K * rho) / hbar:.4f} per ps")
print(f"odd hybridization V = {V_ODD:.0f} meV, W = h = 0")
print(f"odd pinning P: formula {P:.5f}, numeric {P_fd:.5f} meV")
print(f"odd phase gap: response {om_v:.4f}, estimate {om_v_est:.4f} meV")
print(f"soft point: h = {h_soft:.1f} meV, W = {w_soft:.4f} meV")
print(f"order parameter b at soft point: {b_soft:.4f}")
print(f"flat site: M = {M}, xi = {X_FLAT:.0f} meV, U = {U:.0f} meV")
print(f"site, W = h = 0: lowest gap {lev_free[1] - lev_free[0]:.4f} meV")
print(f"site rotor bound 1/(2 M kappa): {0.5 / (M * kappa_site):.4f} meV")
print(f"site, W = {W_SITE:.0f} meV: exact gap {lev_w[2] - lev_w[0]:.3f} meV")
print(f"site, W = {W_SITE:.0f} meV: mode equation {site_w:.3f} meV")
print(f"site, h = {H_SITE:.0f} meV: exact gap {lev_h[1] - lev_h[0]:.3f} meV")
print(f"site, h = {H_SITE:.0f} meV: mode equation {site_h:.3f} meV")
print("success")
```

Output:

```
hopping t = 100 meV, band offset D = 220 meV
U = 240 meV, pair transfer W = 1.0 meV
bare band gap = 40.0 meV
threshold of U + W at h = 0: 183.30 meV
Delta at W = 0: 32.680 meV
Delta at W = 1 meV: 33.104 meV
order parameter b at W = 1 meV: 0.1374
quasiparticle gap: 77.35 meV
pinning curvature K = 0.0755 meV
compressibility kappa = 0.001461 1/meV
kappa at W = 0: formula 0.001467, numeric 0.001467 1/meV
stiffness rho: formula 3.375, numeric 3.368 meV site^2
hbar * phase speed at W = 0: 47.96 meV site
q = 0.03/site, W = 0: mode energy 1.4390 meV
q = 0.03/site, W = 1 meV: mode energy 7.3231 meV
phase gap, exact mode equation: 7.1767 meV
phase gap, sqrt(K/kappa): 7.1872 meV
phase gap, time evolution: 7.1720 meV
phase gap as frequency: 1.7353 THz
W = 0.01 meV: phase gap 0.7111 meV
W = 0.10 meV: phase gap 2.2506 meV
W = 1.00 meV: phase gap 7.1767 meV
h = 0.5 meV, W = 0: phase gap 9.9402 meV
induced b at U = 178.30 meV, h = 0.5 meV: 0.0451
pinning length: formula 6.687, response 6.756 sites
small current left after 50 sites: 5.659e-04
critical exciton current: 0.7667 per ps
odd hybridization V = 10 meV, W = h = 0
odd pinning P: formula 0.01687, numeric 0.01659 meV
odd phase gap: response 4.7628, estimate 4.7965 meV
soft point: h = 2.0 meV, W = -6.9324 meV
order parameter b at soft point: 0.1443
flat site: M = 800, xi = 60 meV, U = 240 meV
site, W = h = 0: lowest gap 0.0000 meV
site rotor bound 1/(2 M kappa): 0.3000 meV
site, W = 10 meV: exact gap 61.818 meV
site, W = 10 meV: mode equation 62.032 meV
site, h = 5 meV: exact gap 47.270 meV
site, h = 5 meV: mode equation 47.312 meV
success
```
